# The atomic Sternheimer factor R for a penetrating valence electron, part 2

A valence electron $v$ outside closed shells distorts the core, and the field gradient at the nucleus becomes $1-R$ times the bare valence value; positive $R$ is shielding. Hartree atomic units are used. For nuclear quadrupole moment $Q$ the hyperfine constant is

$$B=\frac{2j-1}{2j+2}\,Q\,\langle r^{-3}\rangle_v(1-R),\qquad Q=\frac{Q_0}{1-R},\qquad Q_0=\frac{(2j+2)B}{(2j-1)\langle r^{-3}\rangle_v}.$$

Orbitals $u(r)Y_{lm}/r$, with valence radial function $v(r)$, are eigenfunctions (energies $\varepsilon$) of the ion's Hartree-Fock operator $F=h_0+\sum_c(J_c-K_c)$, with radial form $F_l$; $V$ is the true repulsion minus the Hartree-Fock potential. $P_{\rm core}$ projects on occupied shells, $n$ is unoccupied, $t=C^2_0/r^3$, $T=\sum_it(i)$, $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, $\langle ab|cd\rangle=\iint a^*(1)b^*(2)r_{12}^{-1}c(1)d(2)$, $\langle ab\|cd\rangle=\langle ab|cd\rangle-\langle ab|dc\rangle$, and

$$\langle lm|C^2_0|lm\rangle=\frac{l(l+1)-3m^2}{(2l-1)(2l+3)},$$

$$y_k(ab;r)=\int_0^\infty a(r')b(r')\frac{r_<^k}{r_>^{k+1}}\,dr'.$$

The first derivation perturbs the core by $\lambda t$, $\lambda=-Q/2$. Core orbital $c$ changes by $\lambda\,\delta c$, with radial functions $w$ in channels $l\to l'$:

$$(F_{l'}-\varepsilon_c)\,w_{l'}=(1-P_{\rm core})\,\frac{u_c}{r^3},$$

$$R_D=\frac{1}{\langle r^{-3}\rangle_v}\sum_{c\to l'}D\int v^2\,y_2(u_cw)\,dr,$$

$$R_E=-\frac1{\langle r^{-3}\rangle_v}\sum_{c\to l'}\sum_kX_k\int v\,w\,y_k(u_cv)\,dr,\qquad R=R_D+R_E.$$

| channel | $D$ | $X_k$ |
|---|---|---|
| $s\to d$ | 4/5 | $X_1=2/3$ |
| $p\to p$ | 24/25 | $X_0=2$, $X_2=2/25$ |
| $p\to f$ | 36/25 | $X_2=18/25$ |

The local shielding function, which tends to $\gamma_\infty=\sum D\int u_cw\,r^2dr$ far outside, is

$$\gamma(r)=\sum D\Big[\int_0^ru_cw\,r'^2dr'+r^5\int_r^\infty u_cw\,r'^{-3}dr'\Big],\qquad R_D=\frac{\langle\gamma(r)\,r^{-3}\rangle_v}{\langle r^{-3}\rangle_v}.$$

These $w$ are uncoupled. Coupled $w$ include the core-potential response $\delta F$ in their source, and

$$1-R_{\rm coupled}=\frac{d\varepsilon_v/d\lambda}{\langle v|t|v\rangle}.$$

Projecting out only $u_c$ leaves the total $R$ unchanged, because pairs of occupied orbitals cancel. The forbidden excitation $c\to v$ cancels between direct and exchange terms.

The second derivation omits the nuclear moment and lets the valence electron's Coulomb and exchange operators $J_v-K_v$ perturb the core:

$$|\Delta c\rangle=-\sum_{n\notin\rm core}|n\rangle\frac{\langle nv\|cv\rangle}{\varepsilon_n-\varepsilon_c},$$

$$\langle T\rangle=\langle v|t|v\rangle+\sum_c\big[\langle c|t|\Delta c\rangle+\text{c.c.}\big].$$

For a $p$ electron with $m=0$, core projection $\mu$ and $g_\mu=\langle l'\mu|C^2_0|l\mu\rangle$,

$$\langle n|J_v|c\rangle=\sum_k\langle10|C^k_0|10\rangle\langle l'\mu|C^k_0|l\mu\rangle\int u_nu_c\,y_k(vv)\,dr,$$

$$\langle n|K_v|c\rangle=\sum_k\langle l'\mu|C^k_\mu|10\rangle\langle l\mu|C^k_\mu|10\rangle\int u_nv\,y_k(vu_c)\,dr.$$

### Angular sums by direct integration

The functions needed, with $x=\cos\theta$ and $\sigma=\sin\theta$, are $Y_{10}=\sqrt{3/4\pi}\,x$, $Y_{11}=-\sqrt{3/8\pi}\,\sigma e^{i\phi}$, $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l$, $Y_{31}=-\sqrt{21/64\pi}\,\sigma(5x^2-1)e^{i\phi}$, $C^1_0=x$ and $C^2_1=-\sqrt{3/2}\,\sigma xe^{i\phi}$. Elements with $\mu=-1$ equal those with $\mu=+1$, because each contains two functions that change to minus their complex conjugate. The integrals use $\int P_l^2dx=2/(2l+1)$, $xP_1=(2P_2+P_0)/3$ and $xP_2=(3P_3+2P_1)/5$:

- $\langle20|C^2_0|00\rangle=\tfrac{\sqrt5}2\cdot\tfrac25=\tfrac1{\sqrt5}$, $\langle00|C^1_0|10\rangle=\tfrac{\sqrt3}2\cdot\tfrac23=\tfrac1{\sqrt3}$, $\langle20|C^1_0|10\rangle=\tfrac{\sqrt{15}}2\cdot\tfrac23\cdot\tfrac25=\tfrac2{\sqrt{15}}$.
- $\langle10|C^2_0|10\rangle=\tfrac25$ and $\langle11|C^2_0|11\rangle=-\tfrac15$, from the diagonal formula.
- $\langle11|C^2_1|10\rangle=\tfrac{3}{2\sqrt2}\sqrt{\tfrac32}\int(1-x^2)x^2dx=\tfrac{3\sqrt3}4\cdot\tfrac4{15}=\tfrac{\sqrt3}5$.
- $\langle30|C^2_0|10\rangle=\tfrac{\sqrt{21}}2\cdot\tfrac35\cdot\tfrac27=\tfrac{3\sqrt{21}}{35}$.
- With $f=(1-x^2)(5x^2-1)=-5x^4+6x^2-1$: $\int f\,dx=-2+4-2=0$ and $\int fx^2dx=-\tfrac{10}7+\tfrac{12}5-\tfrac23=\tfrac{32}{105}$, so $\int fP_2\,dx=\tfrac{16}{35}$.
- $\langle31|C^2_1|10\rangle=\tfrac{3\sqrt7}8\sqrt{\tfrac32}\cdot\tfrac{32}{105}=\tfrac{2\sqrt{42}}{35}$ and $\langle31|C^2_0|11\rangle=\tfrac{3\sqrt7}{8\sqrt2}\cdot\tfrac{16}{35}=\tfrac{3\sqrt{14}}{35}$.

In the direct term $k$ is 0 or 2. The $k=0$ part needs $l'=l$ and is weighted by $\sum_\mu g_\mu=0$: the spherical part of the valence charge makes the core breathe but produces no gradient. The $k=2$ part is weighted by $\tfrac25\sum_\mu g_\mu^2$, times 2 for the complex conjugate and 2 for spin. After division by $\tfrac25$ the coefficient is $4\sum_\mu g_\mu^2$. For $s\to d$ this is $4\cdot\tfrac15=\tfrac45$. For $p\to p$ it is $4(\tfrac4{25}+\tfrac2{25})=\tfrac{24}{25}$. For $p\to f$ it is $4\cdot\tfrac{189+2\cdot126}{1225}=4\cdot\tfrac9{25}=\tfrac{36}{25}$. These are the values of $D$.

In the exchange term only one spin contributes, and the coefficient is $2\sum_\mu g_\mu\langle l'\mu|C^k_\mu|10\rangle\langle l\mu|C^k_\mu|10\rangle$ divided by $\tfrac25$.

For $s\to d$, $\mu=0$ and $k=1$: the product is $\tfrac1{\sqrt5}\cdot\tfrac2{\sqrt{15}}\cdot\tfrac1{\sqrt3}=\tfrac2{15}$, giving $2\cdot\tfrac2{15}\cdot\tfrac52=\tfrac23$.

For $p\to p$ with $k=0$, only $\mu=0$ survives, the product is $\tfrac25$, and the coefficient is 2. With $k=2$ the sum is $(\tfrac25)^3+2(-\tfrac15)\tfrac3{25}=\tfrac2{125}$, giving $2\cdot\tfrac2{125}\cdot\tfrac52=\tfrac2{25}$.

For $p\to f$, $k=2$: $\mu=0$ gives $\tfrac{189}{1225}\cdot\tfrac25=\tfrac{54}{875}$, and each $\mu=\pm1$ gives $\tfrac{3\sqrt{14}}{35}\cdot\tfrac{2\sqrt{42}}{35}\cdot\tfrac{\sqrt3}5=\tfrac{6\cdot42}{6125}=\tfrac{36}{875}$. The sum is $\tfrac{126}{875}=\tfrac{18}{125}$, giving $\tfrac{18}{25}$.

These are the values of $X_k$, obtained without a $6j$ symbol.

### Radial form and equality of the two results

Collecting the terms, with the minus sign of $\Delta c$ and the relative minus sign of $K_v$,

$$R=\frac1{\langle r^{-3}\rangle_v}\sum_{c\to l'}\int\frac{u_c}{r^3}\,z\,dr,\qquad(F_{l'}-\varepsilon_c)\,z=(1-P_{\rm core})\,s,\qquad s=D\,y_2(vv)\,u_c-\sum_kX_k\,v\,y_k(vu_c).$$

The function $z$ is the radial shape of the core distortion caused by the valence electron, averaged over $\mu$ with the weight $g_\mu$, and $\int u_cz\,r^{-3}dr$ is the gradient that it produces. Both $w$ and $z$ come from the same symmetric Green function $G(r,r')=\sum_{n\notin\rm core}u_n(r)u_n(r')/(\varepsilon_n-\varepsilon_c)$, as $w=G\,u_cr^{-3}$ and $z=Gs$. Therefore

$$\int u_cr^{-3}z\,dr=\int w\,s\,dr=D\int u_cw\,y_2(vv)\,dr-\sum_kX_k\int v\,w\,y_k(vu_c)\,dr ,$$

and the symmetry of the $y_2$ kernel turns the first integral into $\int v^2y_2(u_cw)\,dr$. This is $R_D+R_E$ of the first derivation, channel by channel.

The equality survives self-consistency. Take real orbitals ($v=p_z$) and amplitudes $x_{nc}=\langle n|\delta c\rangle$. The change of the core potential has the element $\sum_{mb}x_{mb}(\langle nm\|cb\rangle+\langle nb\|cm\rangle)$, so a one-body perturbation with elements $p_{nc}$ gives $Ax=-p$ with

$$A_{nc,mb}=(\varepsilon_n-\varepsilon_c)\delta_{nm}\delta_{cb}+\langle nm\|cb\rangle+\langle nb\|cm\rangle .$$

$A$ is symmetric: $\langle mn\|bc\rangle=\langle nm\|cb\rangle$ by relabelling the electrons, and $\langle mc\|bn\rangle=\langle cm\|nb\rangle=\langle nb\|cm\rangle$ by relabelling and reality. Let $\tau_{nc}=\langle n|t|c\rangle$ and $\beta_{nc}=\langle nv\|cv\rangle$. The first derivation solves $Ax=-\tau$ and forms $2\beta^{\rm T}x=-2\beta^{\rm T}A^{-1}\tau$. The second solves $Ax=-\beta$ and forms $2\tau^{\rm T}x=-2\tau^{\rm T}A^{-1}\beta$. The inverse of a symmetric matrix is symmetric, so the two agree. Keeping only the diagonal first term of $A$ gives the uncoupled result.

## What each derivation assumes

Both need closed shells, a common Hermitian $F$ for core, valence and excited orbitals, and linearity in $Q$. They differ in what is treated as small and in what they make visible.

The first treats $t$ as the perturbation of the core. Only the energy linear in $Q$ is needed, and it is finite even for a point nucleus. The next order would not be: for an $s$ shell it contains $\int u_cw\,r^{-3}dr$ with $u_cw\propto r$ near the origin, which diverges. The core response $w$ is found once and serves for any valence orbital or external charge. Its restriction lies in the last step, where the induced operator is evaluated in an unrelaxed $v$. It shows that the uncoupled $R$ is the complete term of first order in the residual repulsion, but only for orbitals of the ionic Hartree-Fock operator. With a local model potential $\langle n|F|v\rangle$ and $\langle n|F|c\rangle$ do not vanish, further terms of the same order appear, and the division of the gradient into $\langle r^{-3}\rangle$ and $1-R$ shifts. A value of $R$ belongs to the potential in which it was computed. The price of this road is a singular source, $r^{-2}$ for $s\to d$.

The second treats $J_v-K_v$ as the perturbation. This is an explicit physical approximation: the core responds linearly to the valence electron, and the valence orbital does not respond back to the polarized core. The source $s$ is smooth, and the singular operator enters only in the final integral. The calculation must be repeated for every valence state. This road shows what is missing. The attraction of $v$ to the core that it polarizes, including the dipole polarization that follows the electron's instantaneous position, contracts the valence orbital and raises $\langle r^{-3}\rangle$. This valence-core correlation is of second order in $V$ and is in neither the uncoupled nor the coupled $R$.

The coupled value sums one class of higher-order terms and is not exact in any order beyond the first. It also treats the spin orbital $v$ as an open excitation channel in the inner iterations, where the direct-exchange cancellation no longer removes it; this is consistent for a response linear in the occupation of $v$.

Both fail for an $s$ valence electron, where the bare gradient vanishes and the ratio is undefined; for open cores; for a valence level close to a core-excited configuration, where the two can mix strongly, which the denominators $\varepsilon_n-\varepsilon_c$ do not reveal because they do not contain the valence energy; and for heavy atoms, where relativity separates the radial functions of $j=l\pm\tfrac12$ and $R$ becomes $j$-dependent. A measured $B$ must also be free of second-order magnetic mixing between fine-structure levels.

## A solvable case

Take a $1s^2$ core in the bare field $-Z/r$, with no electron repulsion in $F$. This is a model for testing the formulas, not a Hartree-Fock atom. Here $u=2Z^{3/2}re^{-Zr}$, and no $d$ shell is occupied, so no projector is needed. Put $w=uf$. Since $-\tfrac12u''-Zu/r=\varepsilon u$, the equation $(F_2-\varepsilon)w=u/r^3$ becomes, after division by $u$,

$$-\tfrac12f''-\Big(\frac1r-Z\Big)f'+\frac{3f}{r^2}=\frac1{r^3}.$$

With $f=a/r+b$, $f'=-a/r^2$ and $f''=2a/r^3$, the left side is $(-a+a+3a)/r^3+(3b-Za)/r^2$, so $a=\tfrac13$ and $b=Z/9$. The solution is the only normalizable one, because the $1s$ energy is not a $d$ eigenvalue. With $\langle r\rangle=3/2Z$ and $\langle r^2\rangle=3/Z^2$,

$$\gamma_\infty=\tfrac45\Big(\frac1{2Z}+\frac1{3Z}\Big)=\frac2{3Z}.$$

For the chosen $Z=3$ this is 0.22222, and the Gaussian-basis solution of the radial equation gave 0.22222. For a $2p$ electron, $v=Z^{5/2}r^2e^{-Zr/2}/\sqrt{24}$ and $\langle r^{-3}\rangle=(Z^5/24)\int re^{-Zr}dr=Z^3/24$. Radial quadrature with the closed-form $w$ gives $R_D=0.11175$, $R_E=-0.07912$ and $R=0.03263$. Penetration halves the direct shielding relative to $\gamma_\infty$, and exchange removes most of the rest. All these values scale as $1/Z$, since $f\propto Z$, $y_k\propto Z$ and $\langle r^{-3}\rangle\propto Z^3$. The direct part is positive because here $uw=u^2f>0$ at every $r$. This means extra electron density along the axis of a prolate nucleus, which opposes the nuclear moment.

## Worked example: potassium 4p

The K$^+$ Hartree-Fock equations were solved in a radial Gaussian basis with 28 exponents $0.003\cdot2^n$ bohr$^{-2}$ for each $l=0,\dots,3$, with $y_k$ integrated on a logarithmic grid. The ion energy in this basis is $-599.0172$ hartree, about 0.0004 hartree above the basis limit $-599.0176$; the $1s$ energy below lies 0.0002 hartree above its limit, and the other orbital energies are converged to the digits shown. The orbital energies are $-133.7522$, $-14.7081$, $-1.9638$ for $1s,2s,3s$ and $-11.7382$, $-1.1705$, $-0.0956$ hartree for $2p,3p,4p$. The $4p$ orbital has $\langle r\rangle=7.118$ bohr and $\langle r^{-3}\rangle=0.2428$ bohr$^{-3}$. The functions $w$ were expanded in the unoccupied eigenfunctions of $F_{l'}$, with all occupied shells projected out, and the coupled equations were iterated to convergence.

| channel | $R_D$ unc. | $R_E$ unc. | $R_D$ coup. | $R_E$ coup. |
|---|---|---|---|---|
| $1s\to d$ | +0.0187 | −0.0119 | +0.0190 | −0.0122 |
| $2s\to d$ | +0.0078 | −0.0006 | +0.0061 | −0.0003 |
| $3s\to d$ | +0.0074 | −0.0016 | +0.0151 | −0.0056 |
| $2p\to p$ | −0.0322 | −0.0611 | −0.0366 | −0.0682 |
| $2p\to f$ | +0.0135 | −0.0027 | +0.0127 | −0.0026 |
| $3p\to p$ | −0.2563 | −0.1753 | −0.3936 | −0.2577 |
| $3p\to f$ | +0.0119 | −0.0015 | +0.0162 | −0.0017 |
| sum | −0.2293 | −0.2547 | −0.3611 | −0.3483 |

Thus $R=-0.2293-0.2547=-0.4840$ uncoupled and $R=-0.3611-0.3483=-0.7094$ coupled. A basis of 24 exponents with ratio 2.3 changes each by $-0.00003$. Projecting out only the orbital itself left the uncoupled sums unchanged, as the pair cancellation requires.

The radial formulas were tested without any angular-momentum algebra in a smaller basis, by three-dimensional Gaussian integrals and finite differences in $\lambda$. The two ion energies were $-598.820474$ and $-598.820473$ hartree. Diagonalizing the frozen operator $F\pm\lambda t$ and forming Coulomb and exchange matrices from the density difference gave $R_D=-0.25034$ and $R_E=-0.24516$, the same digits as the radial formulas, and $p_x$ and $p_z$ gave the same ratios. Full self-consistent solutions in the field gave $R=-0.72485$ from $d\varepsilon_{4p}/d\lambda$ against $-0.72483$, and $\gamma_\infty=-18.5601$ against $-18.5600$. These values differ from the table because the smaller basis is not converged.

The angular channels all shield in the direct term and add up to about $+0.059$ uncoupled. The radial channels antishield, and $3p\to p$ dominates. For $l'=l$ the product $u_cw$ integrates to zero, while $\int u_cw\,r^{-3}dr$ is positive because $G$ is positive, so $u_cw$ must change sign, with its positive part weighted toward small $r$. If it changes sign only once, at $r_0$, it is positive inside and negative outside, and $\int u_cw\,r^2dr=\int u_cw\,(r^2-r_0^2)\,dr<0$. That condition is not met by the channels of the table. With all occupied shells projected out, each $p\to p$ function $w$ is orthogonal to both $2p$ and $3p$, and uncoupled each changes sign twice. So $u_cw$ changes sign twice for $2p\to p$ and, with the node of $3p$, three times for $3p\to p$. The negative signs in the table are therefore results of the calculation rather than of this argument. Exchange is not a small correction here: uncoupled it exceeds the direct part, and it has the same sign, because the $p\to p$ channels contribute negatively to both.

The shielding function shows where $R_D$ comes from. The uncoupled $\gamma(r)$ is $+0.0070$, $+0.1216$, $-0.0046$, $+0.7118$, $-4.9671$ and $-12.1606$ at $r=0.05$, $0.2$, $0.5$, $1$, $2$ and $5$ bohr, and $\gamma_\infty=-12.191$; the coupled values at the same radii are $+0.0071$, $+0.1312$, $+0.0029$, $+1.3665$, $-6.6977$, $-18.7626$, with $\gamma_\infty=-18.820$. The values at finite $r$ are reliable to about 0.001 only: at the basis limit those at $0.5$, $1$ and $2$ bohr become $-0.0050$, $+0.7123$, $-4.9661$ uncoupled and $+0.0025$, $+1.367$, $-6.6965$ coupled, a shift of up to 0.0012, while both $\gamma_\infty$ keep the digits shown. The share of $\langle r^{-3}\rangle$ inside $0.2$, $0.5$, $1$ and $2$ bohr is $0.840$, $0.935$, $0.964$ and $0.975$. Most of the weight lies where $\gamma$ is small, which is why $R_D$ is some fifty times smaller than $\gamma_\infty$. The sign and size of $R_D$, however, come from the small remainder. The share $1-0.975=0.025$ beyond 2 bohr, multiplied by $\gamma$ between about $-5$ and $-12$, gives $-0.12$ to $-0.30$, the size of the whole uncoupled $R_D$. The direct term is therefore sensitive to the ratio of the outer lobe to the inner lobes of the valence orbital, and any contraction of that orbital changes $R$ as well as $\langle r^{-3}\rangle$.

Choose $B=2.8$ MHz, roughly typical of $^{39}$K $4p_{3/2}$. With 1 hartree $=6.579684\times10^9$ MHz this is $4.2555\times10^{-10}$ hartree. With 1 barn $=3.571065\times10^{-8}$ bohr$^2$, the product of the two conversion factors is 234.965 MHz. For the Hartree-Fock $\langle r^{-3}\rangle$ the bare ratio is $B/Q=0.4\times0.2428\times234.965=22.82$ MHz/barn, and

$$Q_0=\frac{2.8}{22.82}=0.1227\ \text{barn}=4.3811\times10^{-9}\ \text{bohr}^2 .$$

The factors $1/(1-R)$ are $1/1.2293=0.8135$ for the uncoupled direct part alone, $1/1.4840=0.6738$ uncoupled, and $1/1.7094=0.5850$ coupled. They give $Q=0.1227\times0.8135=0.0998$, $0.1227\times0.6738=0.0827$ and $0.1227\times0.5850=0.0718$ barn; the last corresponds to $B/Q=39.01$ MHz/barn. Antishielding enlarges the gradient, so the corrected moment is smaller than $Q_0$. Multiplying by $1-R$ instead of dividing would give about 0.21 barn, and using $1-\gamma_\infty=19.82$ would give about 0.006 barn.

The moment of $^{39}$K is roughly 0.06 barn. The consistent value 0.0718 barn lies above it. Valence-core correlation, which is omitted, changes both $\langle r^{-3}\rangle$ and $R$; its net effect was not computed, so the calculation does not account for the difference.

One may instead take $\langle r^{-3}\rangle$ from experiment. Choose 0.42 bohr$^{-3}$, the rough size suggested by magnetic hyperfine constants. Then the bare ratio is $0.4\times0.42\times234.965=39.47$ MHz/barn and $Q_0=0.0709$ barn $=2.5330\times10^{-9}$ bohr$^2$. The three factors give 0.0577, 0.0478 and 0.0415 barn, the last corresponding to 67.48 MHz/barn. The numbers carry a warning. The coupled result now falls well below the rough true moment. An empirical $\langle r^{-3}\rangle$ is not the bare integral in the definition of $R$. The magnetic operators also contain $r^{-3}$ and also drive $p\to p$ excitations whose exchange with the valence electron enters the measured constant, so applying the full $R$ on top can count such terms twice. The magnetic core polarization was not computed, and the nearness of the direct-only value 0.0577 barn to the rough moment depends on the chosen 0.42 and is no evidence for that correction. The factor $1/(1-R)$ corrects $Q_0$ properly only when $\langle r^{-3}\rangle$ and $R$ refer to the same valence orbital. For an empirical $\langle r^{-3}\rangle$ this asks for two things: the core polarization contained in it must first be removed, and $R$ must be computed with a correspondingly contracted orbital, since the $R$ found above belongs to the more diffuse Hartree-Fock orbital.

## Values computed for the example and the checks

```
p valence electron, angular coefficients (dimensionless):
  s->d: D = 4/5, X_k = {1: 2/3}
  p->p: D = 24/25, X_k = {0: 2, 2: 2/25}
  p->f: D = 36/25, X_k = {2: 18/25}
hydrogenic Z=3: gamma_inf exact 0.22222, basis 0.22222
hydrogenic Z=3, 2p: R_D 0.11175, R_E -0.07912, R 0.03263
small-basis check, radial formula / pyscf finite difference:
  E(K+) -598.820474 / -598.820473 hartree
  uncoupled R_D -0.25034 / -0.25034, R_E -0.24516 / -0.24516
  coupled R -0.72483 / -0.72485, gamma_inf -18.5600 / -18.5601
K 4p, 28 exponents 0.003*2^n bohr^-2 for each l = 0..3:
  E(K+) -599.0172 hartree
  eps 1s,2s,3s (hartree): -133.7522 -14.7081 -1.9638
  eps 2p,3p,4p (hartree): -11.7382 -1.1705 -0.0956
  <r^-3>_4p HF 0.2428 bohr^-3, <r>_4p 7.118 bohr
  share of <r^-3> inside r = 0.2, 0.5, 1, 2 bohr: 0.840 0.935 0.964 0.975
  channel | uncoupled R_D R_E | coupled R_D R_E
  1s->d | +0.0187 -0.0119 | +0.0190 -0.0122
  2s->d | +0.0078 -0.0006 | +0.0061 -0.0003
  3s->d | +0.0074 -0.0016 | +0.0151 -0.0056
  2p->p | -0.0322 -0.0611 | -0.0366 -0.0682
  2p->f | +0.0135 -0.0027 | +0.0127 -0.0026
  3p->p | -0.2563 -0.1753 | -0.3936 -0.2577
  3p->f | +0.0119 -0.0015 | +0.0162 -0.0017
  sum   | -0.2293 -0.2547 | -0.3611 -0.3483
  R uncoupled -0.4840, R coupled -0.7094
  change of R with basis ratio 2.3 (24 exponents): -0.00003, -0.00003
  gamma_inf uncoupled -12.191, coupled -18.820
  gamma(r=0.05 bohr): uncoupled +0.0070, coupled +0.0071
  gamma(r=0.2 bohr): uncoupled +0.1216, coupled +0.1312
  gamma(r=0.5 bohr): uncoupled -0.0046, coupled +0.0029
  gamma(r=1.0 bohr): uncoupled +0.7118, coupled +1.3665
  gamma(r=2.0 bohr): uncoupled -4.9671, coupled -6.6977
  gamma(r=5.0 bohr): uncoupled -12.1606, coupled -18.7626
1 hartree = 6.579684e+09 MHz, 1 barn = 3.571065e-08 bohr^2, product 234.965 MHz
chosen B = 2.8 MHz = 4.2555e-10 hartree, j = 3/2, (2j-1)/(2j+2) = 0.4
1/(1-R), uncoupled direct only: 0.8135
1/(1-R), uncoupled: 0.6738
1/(1-R), coupled: 0.5850
<r^-3> HF = 0.2428 bohr^-3: Q0 = 4.3811e-09 bohr^2 = 0.1227 barn
  Q direct only 0.0998, uncoupled 0.0827, coupled 0.0718 barn
  B/Q: bare 22.82, coupled 39.01 MHz/barn
<r^-3> chosen = 0.4200 bohr^-3: Q0 = 2.5330e-09 bohr^2 = 0.0709 barn
  Q direct only 0.0577, uncoupled 0.0478, coupled 0.0415 barn
  B/Q: bare 39.47, coupled 67.48 MHz/barn
```
